**E⊗e Jahn–Teller hat: surface, warping, half-integer levels and Na₃**

The program examines the two-state model with force constant K, linear coupling F and quadratic coupling G, whose lower sheet has minima of depth F²/[2(K−2|G|)] and saddles of depth F²/[2(K+2|G|)]. It asserts these depths, the barrier and the force constants at a minimum by numerical minimisation and finite differences, and the electronic sign change by carrying an eigenvector round closed loops. Diagonalisation of the vibronic Hamiltonian is asserted to approach the j² law with half-integer j as the hat depth D, in vibrational quanta, grows. Further assertions cover the weak-warping splitting of j = ±3/2 and, for one model case, a degenerate E ground level below A. For Na₃, full configuration interaction of three valence electrons is compared with library code in a reduced orbital space, and the degeneracy at the equilateral triangle and the angular law of the gap are asserted. The output shows an obtuse minimum 622 cm⁻¹ below the cone and a barrier of 117 cm⁻¹. It also shows that the cubic elastic term, not the quadratic coupling at the cone, favours the obtuse shape. The lowest A level lies 0.22 cm⁻¹ above the E ground level in the effective model.

## Program and output

```python
"""E x e Jahn-Teller problem: hat surface, warping, half-integer pseudorotation.

Result under test, for the two-state Hamiltonian
  H = P^2/2M + K rho^2/2 + (F rho cos(phi) + G rho^2 cos(2 phi)) sigma_z
                         + (F rho sin(phi) - G rho^2 sin(2 phi)) sigma_x :
 * minima of depth F^2/(2(K-2|G|)), saddles of depth F^2/(2(K+2|G|));
 * for G = 0 and a deep hat, levels -F^2/2K + w/2 + j^2/(2 M rho0^2) with
   half-integer j, rho0 = |F|/K, w = sqrt(K/M).
M: atomic mass, K: force constant, F, G: linear and quadratic coupling,
D = F^2/(2 K w): hat depth in vibrational quanta, g = |G|/K.
Example: Na3, full CI of three valence electrons, LANL2DZ basis and core
potential. Hartree atomic units unless a label says otherwise.
"""
from functools import lru_cache
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf, fci

HARTREE_CM = constants.value('hartree-inverse meter relationship') / 100
HARTREE_EV = constants.value('Hartree energy in eV')
AMU = constants.value('atomic mass constant') / constants.m_e


# ---------- 1. the surface, from the 2x2 matrix itself ----------
K, F, G = 1.0, 0.9, 0.12


def coupling_matrix(x, y):
    a = F * x + G * (x * x - y * y)
    b = F * y - 2 * G * x * y
    return np.array([[a, b], [b, -a]])


def lower_sheet(point):
    x, y = point
    return 0.5 * K * (x * x + y * y) + np.linalg.eigvalsh(coupling_matrix(x, y))[0]


found = set()
for start in np.arange(12) * np.pi / 6 + 0.1:
    res = minimize(lower_sheet, [np.cos(start), np.sin(start)])
    angle = np.degrees(np.arctan2(res.x[1], res.x[0]))
    found.add(int(round((angle + 10) % 360)))
    assert abs(res.fun + F**2 / (2 * (K - 2 * G))) < 1e-8
    assert abs(np.hypot(*res.x) - F / (K - 2 * G)) < 1e-4
assert found == {10, 130, 250}
saddle = minimize_scalar(lambda r: lower_sheet((-r, 0.0)), bounds=(0.1, 3),
                         method='bounded', options={'xatol': 1e-8})
assert abs(saddle.fun + F**2 / (2 * (K + 2 * G))) < 1e-9
barrier_numeric = saddle.fun - lower_sheet((F / (K - 2 * G), 0.0))
assert abs(barrier_numeric - 2 * F**2 * G / (K**2 - 4 * G**2)) < 1e-9


def second_derivative(point, direction, step=1e-3):
    point, direction = np.array(point), np.array(direction)
    return (lower_sheet(point + step * direction) - 2 * lower_sheet(point)
            + lower_sheet(point - step * direction)) / step**2


minimum = (F / (K - 2 * G), 0.0)
k_radial = second_derivative(minimum, (1.0, 0.0))
k_angular = second_derivative(minimum, (0.0, 1.0))
assert abs(k_radial - (K - 2 * G)) < 1e-5
assert abs(k_angular - 9 * G * (K - 2 * G) / (K - G)) < 1e-4
assert second_derivative((-saddle.x, 0.0), (0.0, 1.0)) < 0


def loop_sign(radius):
    """Sign gained by the real lower eigenvector carried once round a circle."""
    vectors = [np.linalg.eigh(coupling_matrix(radius * np.cos(t), radius * np.sin(t)))[1][:, 0]
               for t in np.linspace(0, 2 * np.pi, 600, endpoint=False)]
    vectors.append(vectors[0])
    return int(np.prod([np.sign(u @ v) for u, v in zip(vectors[:-1], vectors[1:])]))


sign_inside, sign_outside = loop_sign(1.0), loop_sign(1.5 * F / G)
assert sign_inside == -1 and sign_outside == 1
print(f"Model K, F, G (dimensionless): {K} {F} {G}")
print(f"Model depth of minimum, saddle: {-lower_sheet(minimum):.5f} {-saddle.fun:.5f}")
print(f"Model barrier: {barrier_numeric:.5f}")
print(f"Model radial, angular force constants: {k_radial:.4f} {k_angular:.4f}")
print(f"Loop sign inside / outside outer cones: {sign_inside} {sign_outside}")


# ---------- 2. vibronic levels, in units of w ----------
def vibronic_levels(depth, warp, twice_j, nmax, count):
    """Diagonalise in circular oscillator states times two electronic states."""
    n = nmax + 3
    lower = sp.diags(np.sqrt(np.arange(1, n)), 1)
    one = sp.identity(n)
    q_plus = (sp.kron(lower.T, one) + sp.kron(one, lower)).tocsr()
    q_minus = q_plus.T.tocsr()
    flip = np.sqrt(2 * depth) * q_plus + warp * (q_minus @ q_minus)
    n_right, n_left = np.indices((n, n)).reshape(2, -1)
    quanta = n_right + n_left
    vib = sp.diags(quanta + 1.0)
    ham = sp.bmat([[vib, flip.T], [flip, vib]]).tocsr()
    two_l = 2 * (n_right - n_left)
    two_j = np.concatenate([two_l + 1, two_l - 1])
    same = (two_j == twice_j) if warp == 0 else ((two_j - twice_j) % 6 == 0)
    keep = np.flatnonzero(same & (np.tile(quanta, 2) <= nmax))
    block = ham[keep][:, keep].toarray()
    return eigh(block, eigvals_only=True, subset_by_index=[0, count - 1])


deviation = {}
for depth in (20, 40):
    e1, e3, e5 = [vibronic_levels(depth, 0, t, 120, 1)[0] for t in (1, 3, 5)]
    deviation[depth] = (e3 - e1) / (2 / (4 * depth)) - 1
    ratio = (e5 - e1) / (e3 - e1)
    zero_term = (e1 + depth - 0.5) * 4 * depth
    print(f"D={depth}: (E3/2-E1/2)/(j^2 law) - 1: {deviation[depth]:.5f}, 3/(4D): {0.75/depth:.5f}")
    print(f"D={depth}: (E5/2-E1/2)/(E3/2-E1/2): {ratio:.4f}; j^2 from E1/2: {zero_term:.4f}")
    assert abs(ratio - 3) < 0.1
    assert abs(zero_term - 0.25) < 0.02
assert abs(deviation[40]) < 0.03
assert 1.7 < deviation[20] / deviation[40] < 2.3

weak = 0.0005
a_pair = vibronic_levels(10, weak, 3, 50, 2)
weak_split, half_barrier = a_pair[1] - a_pair[0], 2 * 10 * weak / (1 - 4 * weak**2)
assert abs(weak_split / half_barrier - 1) < 0.06
print(f"D=10, g={weak}: split of j=+-3/2, half barrier (w): {weak_split:.5f} {half_barrier:.5f}")
e_plus = vibronic_levels(5, 0.1, 1, 50, 1)[0]
e_minus = vibronic_levels(5, 0.1, -1, 50, 1)[0]
a_low = vibronic_levels(5, 0.1, 3, 50, 1)[0]
assert abs(e_plus - e_minus) < 1e-9 and e_plus < a_low
print(f"D=5, g=0.1: A above E by (w): {a_low - e_plus:.5f}")


# ---------- 3. Na3 by full CI of three valence electrons ----------
def three_electron_levels(h, eri, par_y, par_z, mirror, count):
    """Lowest energies for spins up, up, down; mirror = +1, -1 or 0 (none)."""
    n = len(h)
    p, q, r = np.indices((n, n, n)).reshape(3, -1)
    keep = (p < q) & (par_z[p] * par_z[q] * par_z[r] == 1)
    if mirror:
        keep &= par_y[p] * par_y[q] * par_y[r] == mirror
    p, q, r = p[keep], q[keep], r[keep]
    repulsion = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
    up_down = repulsion + np.kron(h, np.eye(n)) + 0.5 * np.kron(np.eye(n), h)

    def apply(vector):
        vector = np.asarray(vector).ravel()
        c = np.zeros((n, n, n))
        c[p, q, r] = vector
        c[q, p, r] = -vector
        part = up_down @ c.transpose(0, 2, 1).reshape(n * n, n)
        part = part.reshape(n, n, n).transpose(0, 2, 1)
        total = part - part.transpose(1, 0, 2)
        total = total + (repulsion @ c.reshape(n * n, n)).reshape(n, n, n)
        return total[p, q, r]

    size = len(p)
    start = np.random.default_rng(1).normal(size=size)
    operator = LinearOperator((size, size), matvec=apply, dtype=float)
    return np.sort(eigsh(operator, k=count, which='SA', v0=start, ncv=40, tol=1e-7,
                         return_eigenvectors=False))


@lru_cache(maxsize=4)
def na3_integrals(side, rho, phi):
    theta = 2 * np.pi * np.arange(3) / 3
    z = side / np.sqrt(3) * np.exp(1j * theta)
    z = z + rho * np.exp(1j * (phi - theta)) / np.sqrt(3)
    mol = gto.M(atom=[('Na', (w.real, w.imag, 0.0)) for w in z], unit='Bohr',
                basis='lanl2dz', ecp='lanl2dz', spin=1, verbose=0)
    s_val, s_vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
    orth = (s_vec / np.sqrt(s_val)) @ s_vec.T
    h_ao = scf.hf.get_hcore(mol)
    kinds = [label[-1] for label in mol.ao_labels(fmt=None)][:mol.nao // 3]
    flip_y = np.diag([-1.0 if k == 'y' else 1.0 for k in kinds])
    flip_z = np.diag([-1.0 if k == 'z' else 1.0 for k in kinds])
    swap = np.array([[1.0, 0, 0], [0, 0, 1], [0, 1, 0]])
    mirror_y, mirror_z = np.kron(swap, flip_y), np.kron(np.eye(3), flip_z)
    labelled = orth @ h_ao @ orth + 500 * mirror_z
    if phi == 0:
        labelled = labelled + 50 * mirror_y
    u = np.linalg.eigh(labelled)[1]
    par_y = np.rint(np.diag(u.T @ mirror_y @ u)).astype(int)
    par_z = np.rint(np.diag(u.T @ mirror_z @ u)).astype(int)
    orbitals = orth @ u
    eri = mol.intor('int2e')
    for _ in range(4):
        eri = np.tensordot(eri, orbitals, axes=(0, 0))
    return orbitals.T @ h_ao @ orbitals, eri, par_y, par_z, mol.energy_nuc()


def na3(side, rho, phi=0, mirror=0, count=1):
    h, eri, par_y, par_z, nuclear = na3_integrals(side, rho, phi)
    return three_electron_levels(h, eri, par_y, par_z, mirror, count) + nuclear


# own CI code against the library CI code in a reduced orbital space
h, eri = na3_integrals(6.8, 0.4, 0)[:2]
few, ones = 8, np.ones(8, dtype=int)
own = three_electron_levels(h[:few, :few], eri[:few, :few, :few, :few], ones, ones, 0, 1)[0]
library = fci.direct_spin1.kernel(h[:few, :few], eri[:few, :few, :few, :few], few, (2, 1))[0]
assert abs(own - library) < 1e-7

sides = np.array([5.6, 6.2, 6.8, 7.4, 8.0])
breathing = np.polyfit(sides - 6.8, [na3(s, 0.0, mirror=1)[0] for s in sides], 4)
fine = np.linspace(5.6, 8.0, 4801)
side = float(fine[np.argmin(np.polyval(breathing, fine - 6.8))])
assert 5.7 < side < 7.9

sheet = {+1: {}, -1: {}}
for q in (0.0, 0.15, -0.15, 0.3, -0.3):
    for m in (+1, -1):
        sheet[m][q] = na3(side, q, mirror=m)[0]
cone = sheet[1][0.0]
assert abs(cone - sheet[-1][0.0]) < 1e-7


def half_difference(q):
    return (sheet[1][q] - sheet[-1][q]) / 2


def average(q):
    return (sheet[1][q] + sheet[-1][q]) / 2 - cone


h0, h1 = 0.3, 0.15
slope = (half_difference(h0) - half_difference(-h0)) / (2 * h0)
quad = (half_difference(h0) + half_difference(-h0)) / (2 * h0**2)
stiff = (average(h0) + average(-h0)) / h0**2
odd0, odd1 = [(average(q) - average(-q)) / 2 for q in (h0, h1)]
cubic = odd0 / h0**3
linear_average = (8 * odd1 - odd0) / (8 * h1 - h0)
assert abs(linear_average) < 0.01 * abs(slope)

# angular law at a triangle without any mirror perpendicular to its plane
pair = na3(side, h0, phi=np.pi / 9, count=2)
gap_ci = pair[1] - pair[0]
gap_law = 2 * h0 * np.sqrt(slope**2 + (quad * h0)**2 + 2 * slope * quad * h0 * np.cos(np.pi / 3))
assert abs(gap_ci / gap_law - 1) < 5e-4
cos_found = ((gap_ci / (2 * h0))**2 - slope**2 - (quad * h0)**2) / (2 * slope * quad * h0)

# trough on the acute (q > 0) and obtuse (q < 0) side
trough = {}
for name, direction in (('acute', 1), ('obtuse', -1)):
    m = -1 if slope * direction > 0 else 1
    for q in (0.7, 1.2, 1.7, 2.3):
        sheet[m][direction * q] = na3(side, direction * q, mirror=m)[0]
    grid_q = np.array([-0.3, 0.0, 0.3, 0.7, 1.2, 1.7, 2.3])
    poly = np.polyfit(grid_q, [sheet[m][direction * q] - cone for q in grid_q], 6)
    fine_q = np.linspace(0.3, 2.3, 4001)
    radius = float(fine_q[np.argmin(np.polyval(poly, fine_q))])
    assert 0.31 < radius < 2.29
    energy = na3(side, direction * radius, mirror=m)[0] - cone
    assert abs(energy - np.polyval(poly, radius)) < 5e-5
    trough[name] = (radius, -energy)
deep, shallow = sorted(trough, key=lambda name: -trough[name][1])
mid_radius = (trough['acute'][0] + trough['obtuse'][0]) / 2
mid_depth = cone - na3(side, mid_radius, phi=np.pi / 2)[0]

print(f"Na3 equilateral side (bohr): {side:.3f}")
print(f"Na3 even-odd energy difference at cone (hartree): {abs(cone - sheet[-1][0.0]):.1e}")
print(f"Na3 F at cone (hartree/bohr): {slope:.6f}")
print(f"Na3 K, G at cone (hartree/bohr^2): {stiff:.6f} {quad:.6f}")
print(f"Na3 cubic C at cone (hartree/bohr^3): {cubic:.6f}")
print(f"Na3 linear term of sheet average (hartree/bohr): {linear_average:.1e}")
print(f"Na3 gap at rho=0.3 bohr, phi=20 deg, CI and law (hartree): {gap_ci:.7f} {gap_law:.7f}")
print(f"Na3 cos(3 phi) recovered from that gap (0.5 expected): {cos_found:.4f}")
for name, direction in (('acute', 1), ('obtuse', -1)):
    radius, depth = trough[name]
    from_cone = slope**2 / (2 * (stiff - 2 * direction * np.sign(slope) * quad))
    print(f"Na3 {name}: CI radius (bohr), depth (hartree): {radius:.3f} {depth:.6f}")
    print(f"Na3 {name}: base, equal sides (bohr): {side - direction*radius:.3f} "
          f"{np.hypot(1.5*(side/np.sqrt(3) + direction*radius/np.sqrt(3)), (side - direction*radius)/2):.3f}")
    print(f"Na3 {name}: depth from K, F, G at cone (hartree): {from_cone:.6f}")
print(f"Na3 depth at phi=90 deg, rho={mid_radius:.3f} bohr (hartree): {mid_depth:.6f}")
rho_cone = abs(slope) / stiff
print(f"Na3 E(acute)-E(obtuse), part from G (hartree): {-2*np.sign(slope)*quad*rho_cone**2:.6f}")
print(f"Na3 E(acute)-E(obtuse), part from C (hartree): {2*cubic*rho_cone**3:.6f}")
print(f"Na3 E(acute)-E(obtuse), CI (hartree): {trough['obtuse'][1] - trough['acute'][1]:.6f}")

# ---------- 4. Na3 levels from the effective two-state model ----------
mass = gto.M(atom='Na', basis='lanl2dz', ecp='lanl2dz', spin=1,
             verbose=0).atom_mass_list(isotope_avg=True)[0] * AMU
soft, hard = [slope**2 / (2 * trough[name][1]) for name in (deep, shallow)]
k_eff, g_eff = (soft + hard) / 2, (hard - soft) / 4
omega = np.sqrt(k_eff / mass)
hat_depth = slope**2 / (2 * k_eff)
depth_quanta, warp = hat_depth / omega, g_eff / k_eff
rho0 = abs(slope) / k_eff
rotor = 1 / (2 * mass * rho0**2)
barrier = trough[deep][1] - trough[shallow][1]


def hindered_rotor(offset):
    m = np.arange(-30, 31 if offset == 0 else 30) + offset
    coupling = np.full(len(m) - 3, -barrier / 4)
    ham = np.diag(rotor * m**2) + np.diag(coupling, 3) + np.diag(coupling, -3)
    return np.linalg.eigvalsh(ham) * HARTREE_CM


to_cm = omega * HARTREE_CM
e_levels = vibronic_levels(depth_quanta, warp, 1, 62, 3) * to_cm
a_levels = vibronic_levels(depth_quanta, warp, 3, 62, 3) * to_cm
assert abs(vibronic_levels(depth_quanta, warp, 1, 50, 1)[0] * to_cm - e_levels[0]) < 0.01
free = np.array([vibronic_levels(depth_quanta, 0, t, 62, 1)[0] for t in (1, 3, 5)]) * to_cm
half, whole = hindered_rotor(0.5), hindered_rotor(0)
assert abs(half[1] - half[0]) < 1e-6 and half[2] > half[1]
assert whole[1] > whole[0] and abs(whole[2] - whole[1]) < 1e-6

print(f"Na3 deeper side: {deep}; depth (eV): {trough[deep][1]*HARTREE_EV:.4f}")
print(f"Na3 depth, barrier (cm^-1): {trough[deep][1]*HARTREE_CM:.1f} {barrier*HARTREE_CM:.1f}")
print(f"Na3 effective K, |G| (hartree/bohr^2): {k_eff:.6f} {g_eff:.6f}")
for name in (deep, shallow):
    print(f"Na3 {name} radius predicted by 2*depth/|F| (bohr): {2*trough[name][1]/abs(slope):.3f}")
print(f"Na atomic mass (electron masses): {mass:.1f}")
print(f"Na3 w (cm^-1), D, g: {to_cm:.2f} {depth_quanta:.3f} {warp:.5f}")
print(f"Na3 rho0 (bohr), 1/(2 M rho0^2) (cm^-1): {rho0:.3f} {rotor*HARTREE_CM:.4f}")
print(f"Unwarped, j=3/2, 5/2 above 1/2 (cm^-1): {free[1]-free[0]:.3f} {free[2]-free[0]:.3f}")
print(f"j^2 law for the same (cm^-1): {2*rotor*HARTREE_CM:.3f} {6*rotor*HARTREE_CM:.3f}")
print("Warped E levels above lowest E (cm^-1):", *[f"{x - e_levels[0]:.3f}" for x in e_levels])
print("Warped A levels above lowest E (cm^-1):", *[f"{x - e_levels[0]:.3f}" for x in a_levels])
print(f"Half-integer hindered rotor, A above E (cm^-1): {half[2] - half[0]:.3f}")
print(f"Integer hindered rotor, E above A (cm^-1): {whole[1] - whole[0]:.3f}")
print("every check passed")
```

Output:

```
Model K, F, G (dimensionless): 1.0 0.9 0.12
Model depth of minimum, saddle: 0.53289 0.32661
Model barrier: 0.20628
Model radial, angular force constants: 0.7600 0.9327
Loop sign inside / outside outer cones: -1 1
D=20: (E3/2-E1/2)/(j^2 law) - 1: 0.03800, 3/(4D): 0.03750
D=20: (E5/2-E1/2)/(E3/2-E1/2): 2.9914; j^2 from E1/2: 0.2599
D=40: (E3/2-E1/2)/(j^2 law) - 1: 0.01889, 3/(4D): 0.01875
D=40: (E5/2-E1/2)/(E3/2-E1/2): 2.9980; j^2 from E1/2: 0.2548
D=10, g=0.0005: split of j=+-3/2, half barrier (w): 0.01040 0.01000
D=5, g=0.1: A above E by (w): 0.00071
Na3 equilateral side (bohr): 6.923
Na3 even-odd energy difference at cone (hartree): 6.7e-16
Na3 F at cone (hartree/bohr): -0.006027
Na3 K, G at cone (hartree/bohr^2): 0.007135 -0.000279
Na3 cubic C at cone (hartree/bohr^3): 0.000772
Na3 linear term of sheet average (hartree/bohr): -3.1e-08
Na3 gap at rho=0.3 bohr, phi=20 deg, CI and law (hartree): 0.0036415 0.0036415
Na3 cos(3 phi) recovered from that gap (0.5 expected): 0.5001
Na3 acute: CI radius (bohr), depth (hartree): 0.707 0.002305
Na3 acute: base, equal sides (bohr): 6.216 7.303
Na3 acute: depth from K, F, G at cone (hartree): 0.002761
Na3 obtuse: CI radius (bohr), depth (hartree): 1.052 0.002836
Na3 obtuse: base, equal sides (bohr): 7.976 6.462
Na3 obtuse: depth from K, F, G at cone (hartree): 0.002361
Na3 depth at phi=90 deg, rho=0.880 bohr (hartree): 0.002464
Na3 E(acute)-E(obtuse), part from G (hartree): -0.000398
Na3 E(acute)-E(obtuse), part from C (hartree): 0.000931
Na3 E(acute)-E(obtuse), CI (hartree): 0.000531
Na3 deeper side: obtuse; depth (eV): 0.0772
Na3 depth, barrier (cm^-1): 622.4 116.5
Na3 effective K, |G| (hartree/bohr^2): 0.007142 0.000369
Na3 obtuse radius predicted by 2*depth/|F| (bohr): 0.941
Na3 acute radius predicted by 2*depth/|F| (bohr): 0.765
Na atomic mass (electron masses): 41907.8
Na3 w (cm^-1), D, g: 90.60 6.160 0.05162
Na3 rho0 (bohr), 1/(2 M rho0^2) (cm^-1): 0.844 3.6771
Unwarped, j=3/2, 5/2 above 1/2 (cm^-1): 8.249 23.847
j^2 law for the same (cm^-1): 7.354 22.063
Warped E levels above lowest E (cm^-1): 0.000 55.391 76.300
Warped A levels above lowest E (cm^-1): 0.217 52.783 81.603
Half-integer hindered rotor, A above E (cm^-1): 0.196
Integer hindered rotor, E above A (cm^-1): 0.195
every check passed
```
